# Choosing the Number of Effective Energies for C6 and C9 from Moments

## The decision

A program that computes dispersion coefficients from a few effective excitation energies per atom asks for their number, $N$. Too small an $N$ leaves a truncation error. Too large an $N$ asks for more than the input moments contain, and the effective energies become meaningless or cease to exist. The right $N$ depends on the accuracy of the moments, and both errors can be estimated.

Hartree atomic units are used. The atoms have spherical, orbitally nondegenerate ground states and do not overlap. Retardation is neglected.

## What the setting approximates

Let $\varepsilon_n>0$ be the excitation energies of an atom and $f_n=2\varepsilon_n|\langle n|z|0\rangle|^2\ge 0$ its oscillator strengths; sums over $n$ include the continuum. The polarizability at imaginary frequency is

$$\alpha(i\omega)=\sum_n\frac{f_n}{\varepsilon_n^2+\omega^2}.$$

**Two atoms.** With the $z$ axis along the separation $R$, the dipole interaction is $V=(x_Ax_B+y_Ay_B-2z_Az_B)/R^3$. For a spherical atom, the sum over a degenerate excited level obeys $\sum\langle0|r_i|n\rangle\langle n|r_j|0\rangle=\delta_{ij}|z_n|^2$, with $|z_n|^2=f_n/2\varepsilon_n$. Cross terms in $V^2$ therefore vanish, and the squares give $1+1+4=6$. Writing $a,b$ for the excitation energies of the two atoms, second-order perturbation theory gives

$$E=-\frac{6}{R^6}\sum_{ab}\frac{f_a}{2a}\frac{f_b}{2b}\frac1{a+b}=-\frac{C_6}{R^6},\qquad C_6=\frac32\sum_{ab}\frac{f_af_b}{ab(a+b)}.$$

**Three atoms.** The leading non-additive energy is of third order and uses each of $V_{AB},V_{BC},V_{CA}$ once. In the order $AB,BC,CA$ the intermediate states have energies $a+b$ and $a+c$. The six orders give each pair of denominators twice:

$$2\left[\frac1{(a+b)(a+c)}+\frac1{(a+b)(b+c)}+\frac1{(a+c)(b+c)}\right]=\frac{4(a+b+c)}{(a+b)(b+c)(c+a)}.$$

The sign is positive, because two negative denominators multiply. The level sums turn the dipole components into a trace. Let $u,v,w$ be unit vectors along $A\to B$, $B\to C$, $C\to A$, and let $P=\cos\theta_1\cos\theta_2\cos\theta_3$ for the interior angles. Then $(u\cdot v)(v\cdot w)(w\cdot u)=-P$. The three vectors are coplanar, so their Gram determinant vanishes, which makes the sum of the squared scalar products $1-2P$. Hence

$$\mathrm{Tr}[(1-3uu)(1-3vv)(1-3ww)]=3-9+9(1-2P)+27P=3(1+3P).$$

Multiplying by $f_af_bf_c/(8abc)$ and the energy factor gives $E=C_9(1+3P)/(R_{AB}R_{BC}R_{CA})^3$ with

$$C_9=\frac32\sum_{abc}\frac{f_af_bf_c\,(a+b+c)}{abc(a+b)(b+c)(c+a)}.$$

**Integral forms.** Partial fractions give

$$I_2(a,b)=\int_0^\infty\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)}=\frac{1}{b^2-a^2}\left(\frac{\pi}{2a}-\frac{\pi}{2b}\right)=\frac{\pi}{2ab(a+b)}.$$

With a third factor the integral is $[I_2(a,b)-I_2(a,c)]/(c^2-b^2)$. Since $c(a+c)-b(a+b)=(c-b)(a+b+c)$, this equals $\pi(a+b+c)/[2abc(a+b)(b+c)(c+a)]$. Therefore

$$C_6=\frac3\pi\int_0^\infty\alpha_A\alpha_B\,d\omega,\qquad C_9=\frac3\pi\int_0^\infty\alpha_A\alpha_B\alpha_C\,d\omega .$$

Both coefficients increase when any $\alpha(i\omega)$ increases. The setting replaces each full spectrum by $N$ terms, so that $C_6$ needs $N^2$ terms and $C_9$ needs $N^3$.

## From moments to effective energies

The input is the set of moments

$$\mu_k=S(-2k)=\sum_nf_n\varepsilon_n^{-2k}=\int x^k\,d\mu(x),\qquad x=1/\varepsilon^2,$$

where $d\mu$ places weight $f_n$ at $x_n$. $S(-2)=\alpha(0)$ is the static polarizability. $S(0)=2\langle0|z(H-E_0)z|0\rangle=\langle0|[z,[H,z]]|0\rangle$ is the number of electrons, because $[H,z]=-iP_z$ with $P_z$ the total electronic momentum along $z$, and $[z,P_z]$ equals $i$ times the number of electrons. This assumes a local potential. A finite basis can miss the sum rule badly: time-dependent Hartree–Fock argon in the aug-cc-pVTZ basis gives $S(0)=9.8$, not 18. The computed $S(0)$ belongs with the other computed moments. A larger value only adds weight at $x=0$, which leaves $\alpha(i\omega)$ unchanged, so the upper bound derived below survives but loosens: for this argon calculation the two-term upper value of $C_6$ rises from 64.9 to 70.5 a.u. when 18 replaces 9.8, against 60.9 from direct response. A smaller value has no such protection.

Form the $N\times N$ matrices $H_0=[\mu_{i+j}]$ and $H_1=[\mu_{i+j+1}]$, with $i,j$ from 0. If the spectrum has at least $N$ distinct points, $H_0$ is positive definite, because $q^TH_0q=\int(\sum q_ix^i)^2d\mu>0$. Factor $H_0=LL^T$. The polynomials $p=L^{-1}(1,x,\dots,x^{N-1})^T$ are orthonormal, and

$$J=L^{-1}H_1L^{-T}=\int x\,pp^T\,d\mu$$

represents multiplication by $x$, projected on degrees below $N$. Its eigenvalues $x_i$ are positive because $x>0$. With normalized eigenvectors $v_i$, whose first components are $v_{0i}$, set

$$\varepsilon_i=x_i^{-1/2},\qquad f_i=\mu_0v_{0i}^2 .$$

These terms reproduce $2N$ moments. The constant 1 has coordinate vector $e=(\sqrt{\mu_0},0,\dots)^T$. Up to degree $N-1$ the projection does nothing, so $x^k$ has coordinates $J^ke$. Then $\int x^jx^k d\mu=e^TJ^{j+k}e$ and $\int x\,x^jx^kd\mu=e^TJ^{j+k+1}e$ for $j,k\le N-1$. Hence $\mu_k=e^TJ^ke=\sum_if_ix_i^k$ for $k=0,\dots,2N-1$. This is Gaussian quadrature.

The rule is unique. If $N$ points reproduce these moments, $\pi(x)=\prod_i(x-x_i)$ satisfies $\int\pi q\,d\mu=\sum_if_i\pi(x_i)q(x_i)=0$ for every $q$ of degree below $N$. Positive definiteness of $H_0$ allows one such monic $\pi$, and its roots fix the weights.

A second rule uses $\mu_1,\dots,\mu_{2N}$, the moments of $x\,d\mu$. If its weights are $W_i$, the strengths are $f_i=W_i/x_i$. It does not need $S(0)$.

## Why two rules bracket the answer

Put $s=\omega^2>0$ and $g(x)=1/(1+sx)$. The function

$$h(x)=\frac{1-\pi(x)^2/\pi(-1/s)^2}{1+sx}$$

is a polynomial of degree $2N-1$, since its numerator vanishes at $x=-1/s$. It equals $g$ at the nodes, and the rule integrates it exactly. Therefore

$$\int g\,d\mu-\sum_if_ig(x_i)=\int(g-h)\,d\mu=\frac{1}{\pi(-1/s)^2}\int\frac{\pi(x)^2}{1+sx}\,d\mu\ \ge 0 .$$

Now $\alpha(i\omega)=\int x\,g\,d\mu=\frac1s(\mu_0-\int g\,d\mu)$. The rule has the same $\mu_0$ and underestimates $\int g\,d\mu$, so it overestimates $\alpha$: it is the upper rule. For the second rule $\alpha=\int g\,(x\,d\mu)$ is underestimated directly: it is the lower rule. Using the same kind of rule for every atom then bounds $C_6$ and $C_9$.

The bounds do not loosen as $N$ grows. By uniqueness, the $N$-term rule is also the Gauss rule of the $(N+1)$-term spectrum, so the same inequality applies between them.

For $N=1$ and like atoms, the upper rule has $\varepsilon^2=S(0)/S(-2)$ and gives the Slater–Kirkwood form $C_6=\frac34S(0)^{1/2}\alpha(0)^{3/2}$. The lower rule has $\varepsilon^2=S(-2)/S(-4)$ and gives the London form $C_6=\frac34\alpha(0)^2\varepsilon$.

The bounds refer to the spectrum that supplied the moments. With approximate response theory they enclose that theory's coefficient, not the true one, and the proof needs that theory's strengths $f_n$ to be non-negative. Inexact moments, or moments mixed from different calculations, in general void the guarantee.

## Obtaining the moments

**Hydrogen.** From the definition of $f_n$, $S(-2k)=2\langle0|z(H-E_0)^{1-2k}z|0\rangle$. With the ground state $\psi_0$ and $\phi_j=(H-E_0)^{-j}z\psi_0$ this is $2\langle\phi_k|\phi_{k-1}\rangle$ for $k\ge1$. On functions $R(r)\cos\theta$,

$$H-E_0=-\tfrac12\left(\frac{d^2}{dr^2}+\frac2r\frac d{dr}-\frac2{r^2}\right)-\frac1r+\frac12 .$$

For $R=r^me^{-r}$ the bracket gives $[(m+2)(m-1)r^{m-2}-2(m+1)r^{m-1}+r^m]e^{-r}$, so

$$(H-E_0)R=\left[m\,r^{m-1}-\tfrac12(m+2)(m-1)r^{m-2}\right]e^{-r}.$$

To solve $(H-E_0)\sum c_mr^me^{-r}=\sum b_mr^me^{-r}$, compare coefficients of $r^k$ and work downward from the highest power: $c_{k+1}=b_k/(k+1)+\frac12(k+4)c_{k+2}$. The source $r$ gives $r+r^2/2$. With $\psi_0=e^{-r}/\sqrt\pi$ and the angular integral $4\pi/3$,

$$S(-2)=\frac83\int_0^\infty\left(r+\frac{r^2}2\right)r^3e^{-2r}dr=\frac83\left(\frac34+\frac{15}{16}\right)=\frac92 .$$

**Helium in time-dependent Hartree–Fock.** Let $d_a=\langle0|z|a\rangle$ connect the occupied orbital to virtual orbital $a$. Let $\Delta$ be the diagonal matrix of orbital-energy gaps, $K_{ab}=(0a|0b)$ and $J^C_{ab}=(00|ab)$. The singlet response matrices are $A=\Delta+2K-J^C$ and $B=K$. The response equations at real frequency $\omega$ are

$$AX+BY-\omega X=-d,\qquad BX+AY+\omega Y=-d .$$

Their sum is $(A+B)(X+Y)-\omega(X-Y)=-2d$. Their difference is $(A-B)(X-Y)=\omega(X+Y)$. Eliminate $X-Y$, use $\alpha=-2d^T(X+Y)$ for two electrons, and replace $\omega$ by $i\omega$:

$$\alpha(i\omega)=4d^T[(A+B)+\omega^2(A-B)^{-1}]^{-1}d .$$

With $G=(A+B)^{-1}(A-B)^{-1}$ the inverse is $(1+\omega^2G)^{-1}(A+B)^{-1}$. Expanding in $\omega^2$ and using $(A+B)^{-1}=G(A-B)$ gives

$$S(-2k)=4d^TG^k(A-B)d .$$

The case $k=0$ follows from the $\omega^{-2}$ tail. Linear solves suffice. If $A+B$ and $A-B$ are positive definite, then $\alpha=4u^T(M+\omega^2)^{-1}u$ with $u=(A-B)^{1/2}d$ and $M=(A-B)^{1/2}(A+B)(A-B)^{1/2}$, which is a positive spectrum. If either of these singlet matrices is not positive definite, this argument fails and the bounds are no longer guaranteed.

## Worked example

For hydrogen $\mu_0,\dots,\mu_3=1,\ 4.5,\ 26.583333,\ 172.188079$. The $N=2$ upper rule needs $\pi=x^2+bx+c$ orthogonal to 1 and $x$:

$$26.583333+4.5b+c=0,\qquad 172.188079+26.583333b+4.5c=0 .$$

Hence $b=-8.29943$, $c=10.76412$, and the roots are $x=1.60884$ and $6.69059$. The energies are 0.78839 and 0.38661 hartree. The strength of the first is $(6.69059-4.5)/(6.69059-1.60884)=0.43107$, which leaves 0.56893 for the second. The two diagonal terms and the doubled cross term give

$$C_6=\tfrac32(0.1896+2.8008+1.3696)=6.540 .$$

The brackets, in atomic units, are:

| $N$ | $C_6$(H–H) | $C_9$(H–H–H) |
|---|---|---|
| 1 | 6.249–7.159 | 21.089–24.163 |
| 2 | 6.470–6.540 | 21.608–21.722 |
| 4 | 6.4973–6.5006 | 21.6416–21.6436 |
| 8 | 6.49896–6.49907 | 21.64246–21.64247 |

Diagonalization in a separate basis followed by frequency quadrature gives $C_6=6.49903$ a.u. (3.883 eV Å⁶) and $C_9=21.642465$ a.u. (1.916 eV Å⁹). The numerical check tests that these values lie inside the brackets.

For helium, a basis of 48 Gaussian functions gives $S(0)=2.00003$ and $S(-2)=1.3224$. The $N=1$ upper energies are $\sqrt{1/4.5}=0.4714$ hartree for H and $\sqrt{2.00003/1.3224}=1.2298$ hartree for He, so

$$C_6(\text{H–He})\le\frac{1.5\times2.00003}{0.4714\times1.2298\times1.7012}=3.042 .$$

At $N=4$ the bracket is 2.721–2.724, and direct response gives 2.722 a.u. For $C_9$(H–H–He) the bracket is 7.779–7.781, and direct response gives 7.780 a.u. These values combine exact hydrogen with Hartree–Fock-level helium. Full configuration interaction for helium gives $C_6=2.826$ and $C_9=8.10$ a.u. in the aug-cc-pVTZ basis and 2.824 and 8.11 a.u. in aug-cc-pVQZ, about 4% higher and far outside these brackets. The Hartree–Fock-level values are not fully converged either. Their last digits depend on the basis: with 61 or 71 functions $S(0)=2.00000$, $S(-2)=1.3222$, $C_6=2.722$ and $C_9=7.779$ a.u. The brackets are guaranteed only for the 48-function basis: the larger-basis $C_9$ of 7.7792 lies just below the $N=4$ lower value of 7.7795, while the larger-basis $C_6$ stays inside its bracket.

## Why large N is dangerous

Small moment errors shift nodes and strengths according to

$$d\mu_k=\sum_i\left(x_i^k\,df_i+k f_ix_i^{k-1}dx_i\right).$$

For any polynomial $q=\sum q_kx^k$ of degree at most $2N-1$, this gives $\sum_kq_kd\mu_k=\sum_j[q(x_j)df_j+f_jq'(x_j)dx_j]$. Choose

$$q(x)=(x-x_i)\prod_{j\ne i}\left(\frac{x-x_j}{x_i-x_j}\right)^2 .$$

It vanishes at all nodes, and its derivative is 1 at $x_i$ and 0 at the others. Hence $f_idx_i=\sum_kq_kd\mu_k$. Since $d\ln\varepsilon_i=-\frac12d\ln x_i$, the summed relative sensitivity is

$$\kappa_i=\sum_k\left|\frac{\partial\ln\varepsilon_i}{\partial\ln\mu_k}\right|=\frac1{2f_ix_i}\sum_k|q_k|\mu_k .$$

All roots of $q$ are positive, so its coefficients alternate in sign and $\sum_k|q_k|x^k=|q(-x)|$ for $x>0$. This has degree $2N-1$, so the rule integrates it exactly:

$$\kappa_i=\frac{1}{2f_ix_i}\sum_mf_m(x_m+x_i)\prod_{j\ne i}\left(\frac{x_m+x_j}{x_i-x_j}\right)^2 .$$

If every moment has relative error at most $\delta$, then $\varepsilon_i$ has relative error at most $\kappa_i\delta$ to first order. Multiplying all $x$ by a constant leaves $\kappa_i$ unchanged, so a change of units does not help.

For hydrogen's upper rule, the largest $\kappa_i$ and the corresponding number for $C_6$, found by numerical differentiation, are:

| $N$ | energies | $C_6$ |
|---|---|---|
| 1 | 1.0 | 2.0 |
| 2 | 26 | 3.9 |
| 3 | $8.0\times10^2$ | 11 |
| 4 | $3.0\times10^4$ | 61 |
| 6 | $6.1\times10^7$ | $1.2\times10^4$ |
| 8 | $1.7\times10^{11}$ | $7.0\times10^6$ |

From $N=2$ on, $C_6$ is much less sensitive than the worst energy. Errors may cancel between terms, or the worst energy may contribute little; these numbers do not separate the two.

Extra arithmetic precision cannot restore lost data. Hydrogen moments rounded to 4 significant digits and processed with 60-digit arithmetic gave a valid upper rule up to $N=4$. There the highest energy was wrong by 27% and $C_6$ by 0.13%, relative to the same rule with exact moments. The bracket was lost: the lower rule gave 6.517 and the upper rule 6.509, both above the true 6.499. With 12 digits the last valid upper rule was $N=8$, with errors of 5.6% and $3\times10^{-6}$; the last valid lower rule was $N=7$. A rule that exists can thus have a poor energy and a good $C_6$.

## Setting N

1. **Estimate $\delta$**, the relative error of the moments, counting rounding and incomplete convergence of the linear solves. Basis-set error is of another kind: the moments of a finite basis still belong to one positive spectrum, and $\delta$ times the sensitivity can overstate its effect by orders of magnitude. For hydrogen in a basis of 8 s Gaussian shells with exponents $0.03\times2.5^i$ and 10 p shells with exponents $0.02\times2^i$, $i$ from 0, the first 12 moments were off by up to 1.4%, yet the $N=6$ upper rule was valid and its $C_6$ moved by 0.3%. Judge basis error by changing the basis.
2. **Run both rules** and compare the relative width of the $C_6$ bracket with $\delta$ times the sensitivity of $C_6$, found for each rule. Raise $N$ while the width is the larger, and stop when the two are comparable. For hydrogen with $\delta=10^{-3}$, $N=2$ has a width of 1.1% and a moment error of up to 0.4%. At $N=3$ these are 0.2% and 1.1%, so $N=2$ or 3 is the sensible limit. These moment errors are first-order estimates for the upper rule; at $N=3$ the largest $\kappa_i\delta$ is already 0.8, so first order is only a rough guide there. With $\delta=10^{-6}$, $N=4$ has 0.05% and 0.006% and $N=5$ has 0.02% and 0.07%, while at $N=6$ the first-order estimate of the moment error is 1.2%. There the largest $\kappa_i\delta$ is about 60, so the estimate is unreliable and the rule may not exist: even moments rounded to 8 digits last gave a valid rule at $N=5$. The lower rule is more sensitive: for hydrogen its $C_6$ numbers are 7.2, 32, $3.0\times10^2$, $4.6\times10^3$ and $9.4\times10^4$ for $N=2$ to 6. By this measure the error meets the width at $N=2$ for $\delta=10^{-3}$ (0.7% against 1.1%) and at $N=4$ for $\delta=10^{-6}$ (0.03% against 0.05%). For another atom, find the sensitivity by changing each moment slightly and summing the absolute relative responses. The relative step must be far below $1/\kappa_i$ for the largest $\kappa_i$, which at large $N$ needs extended precision: for hydrogen a step of $10^{-6}$ works at $N=4$, but at $N=6$ it destroys the upper rule for 7 of the 12 moments when taken upward and for 8 when taken downward.
3. **Reject a failed rule.** If the factorization of $H_0$ fails or $J$ has a non-positive eigenvalue in exact arithmetic, the moments belong to no positive spectrum with $N$ or more points. In finite precision, rounding in the factorization can also cause or hide such a failure. Lower $N$ or improve the moments. Passing this check does not certify accuracy.
4. **Do not read the effective energies as excitation energies.** They are quadrature nodes, and the highest can be badly determined. For hydrogen the lowest node does approach the first line at 0.375 hartree (0.3752 in the upper rule at $N=4$), while the highest has the largest $\kappa_i$ and keeps rising with $N$.
5. **Avoid moments if the response operator is available.** The Lanczos method starts from the vector $\sqrt{f_n}$, multiplies repeatedly by $x_n$ and orthonormalizes. The vectors are $\sqrt{f_n}\,p_k(x_n)$, up to sign, so it builds the same $J$ without high moments. For the helium equations the operator is $M^{-1}$ and the starting vector $2u$. This gives the upper rule. The lower rule belongs to $x\,d\mu$, so it starts from $\sqrt{f_nx_n}$.

In double precision, the Cholesky route for hydrogen last passed the validity check at $N=11$, with its highest energy 11% away from the exact-moment value of 4.004 hartree. That pass was an accident of rounding: the same double-precision moments, processed in extended precision, admit a rule only up to $N=10$, where the highest energy is 2% off. Lanczos on the diagonalized hydrogen spectrum gave the same energy with a relative error of $5\times10^{-14}$. In this case the loss of accuracy came from passing through the moments, not from the Gaussian rule.

## Computed results

```
Hydrogen moments S(-2k), a.u.
  S(0) = 1 = 1.000000
  S(-2) = 9/2 = 4.500000
  S(-4) = 319/12 = 26.583333
  S(-6) = 297541/1728 = 172.188079
  S(-8) = 289165453/248832 = 1162.091102
H, N=2 upper rule: energy 0.788393 hartree, strength 0.431070
H, N=2 upper rule: energy 0.386605 hartree, strength 0.568930
H, N=2 lower rule: energy 0.616585 hartree, strength 0.408311
H, N=2 lower rule: energy 0.379739 hartree, strength 0.494036
C6(H-H), a.u.: N, lower bound, upper bound
  1  6.248673  7.159456
  2  6.470424  6.539991
  3  6.493100  6.505521
  4  6.497299  6.500642
  6  6.498760  6.499235
  8  6.498961  6.499073
C9(H-H-H), a.u.: N, lower bound, upper bound
  1  21.089273  24.163165
  2  21.608061  21.722017
  3  21.638146  21.649841
  4  21.641635  21.643640
  6  21.642398  21.642540
  8  21.642455  21.642474
C6(H-H) reference: 6.499027 a.u. = 3.8833 eV A^6
C9(H-H-H) reference: 21.642465 a.u. = 1.9163 eV A^9
He: Hartree-Fock energy -2.861670 hartree, 48 basis functions
He: S(0) = 2.000027, S(-2) = 1.322430 a.u.
N, C6(H-He) lower, upper; C9(H-H-He) lower, upper, a.u.
  1  2.58388 3.04192; 7.53722 8.74088
  2  2.70210 2.74735; 7.76064 7.81844
  3  2.71734 2.72713; 7.77716 7.78455
  4  2.72092 2.72352; 7.77949 7.78092
Direct response: C6(H-He) = 2.72226 a.u.
Direct response: C9(H-H-He) = 7.78011 a.u.
H, upper rule: N, largest energy condition number, that of C6
  1  1.000e+00  2.000e+00
  2  2.627e+01  3.901e+00
  3  7.993e+02  1.057e+01
  4  2.982e+04  6.126e+01
  6  6.120e+07  1.219e+04
  8  1.701e+11  7.039e+06
Digits kept in moments: last valid N, relative error of
  highest energy and of C6 against exact moments at that N
  4: N=4, 2.7e-01, 1.3e-03
  8: N=5, 1.6e-03, 5.3e-07
  12: N=8, 5.6e-02, 2.6e-06
  16: N=10, 3.7e-02, 4.9e-07
Double precision, last valid N of Hankel route: 11
  highest energy at that N, exact moments: 4.004023 hartree
  relative error: Hankel 1.1e-01, Lanczos 4.8e-14
```
